# The nonanalytic force constants behind LO-TO splitting in polar insulators

## A longitudinal wave in a cubic crystal

Take a cubic insulator with two ions per cell of volume $\Omega$. When sublattice 1 moves by $w$ relative to sublattice 2, the cell gains a dipole $Zw$. At zero macroscopic field a restoring force $-Kw$ acts on ion 1. The electrons, with the nuclei held still, have dielectric constant $\varepsilon$. The algebra uses atomic units with Gaussian electrostatics ($e=1$), so that

$$D=\varepsilon E+4\pi P,\qquad P=\frac{Zw}{\Omega}.$$

Here $P$ is the polarization made by moving the ions at $E=0$; the electrons' response to $E$ is contained in $\varepsilon E$.

Let $w$ vary as a long wave along $x$. If the ions also move along $x$, the absence of free charge requires $dD_x/dx=0$. A wave of nonzero wavevector can satisfy this only with $D_x=0$, hence $E_x=-4\pi Zw/(\Omega\varepsilon)$. The field pulls on ion 1 with force $ZE_x$, and the total force is

$$-Kw+ZE_x=-\left(K+\frac{4\pi Z^2}{\Omega\varepsilon}\right)w .$$

If the ions move along $y$ instead, $\operatorname{curl}\mathbf E=0$ requires $dE_y/dx=0$. The wave then has $E_y=0$, and the force is $-Kw$. The two motions have the same short-range physics and different macroscopic fields. With reduced mass $\mu$,

$$\omega_{TO}^2=\frac K\mu,\qquad \omega_{LO}^2=\frac K\mu+\frac{4\pi Z^2}{\Omega\varepsilon\mu}.$$

The added force constant does not contain the wavelength. It survives as $q\to0$ and depends on the direction of $\mathbf q$ relative to the motion. The general case has the same structure, with tensors in place of $Z$ and $\varepsilon$.

## Conventions and the energy of one cell

Ion $k$ in cell $\mathbf R$, at equilibrium position $\mathbf R+\boldsymbol\tau_k$, is displaced by the real part of $u_{k\alpha}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_k)}$. The force-constant matrix $C(\mathbf q)$ is defined by the force amplitudes,

$$f_{k\alpha}=-\sum_{k'\beta}C_{k\alpha,k'\beta}(\mathbf q)\,u_{k'\beta}.$$

The dynamical matrix is $C_{k\alpha,k'\beta}/\sqrt{M_kM_{k'}}$, and its eigenvalues are $\omega^2$. Leaving $\boldsymbol\tau_k$ out of the phase multiplies $C_{k\alpha,k'\beta}$ by $e^{-i\mathbf q\cdot(\boldsymbol\tau_{k'}-\boldsymbol\tau_k)}$. This factor tends to one, so the limit is unaffected, but at finite $\mathbf q$ the two conventions must not be mixed.

The crystal is a three-dimensional insulator, the motion is harmonic, and the electrons follow the ions adiabatically. The wavelength is long compared with the cell. Each cell then sees nearly uniform sublattice displacements $u$ and a nearly uniform macroscopic field $\mathbf E$. To second order, its electric enthalpy at fixed cell shape is

$$F=\frac12\sum_{k\alpha,k'\beta}u_{k\alpha}\bar C_{k\alpha,k'\beta}u_{k'\beta}-\sum_{k\gamma\alpha}E_\gamma Z^*_{k,\gamma\alpha}u_{k\alpha}-\frac{\Omega}{8\pi}\sum_{\gamma\delta}E_\gamma\varepsilon_{\gamma\delta}E_\delta .$$

Constants and equilibrium terms are omitted. A uniform spontaneous polarization, if there is one, has no component at the wavevector of the phonon.

The enthalpy is the function whose derivatives give the force at fixed field and the displacement field at fixed ions:

$$f_{k\alpha}=-\frac{\partial F}{\partial u_{k\alpha}},\qquad \frac{\Omega}{4\pi}D_\gamma=-\frac{\partial F}{\partial E_\gamma}.$$

Carrying out the derivatives gives

$$f_{k\alpha}=-\sum_{k'\beta}\bar C_{k\alpha,k'\beta}u_{k'\beta}+\sum_\gamma E_\gamma Z^*_{k,\gamma\alpha},\tag{1}$$

$$D_\gamma=\sum_\delta\varepsilon_{\gamma\delta}E_\delta+4\pi P_\gamma,\qquad P_\gamma=\frac1\Omega\sum_{k\alpha}Z^*_{k,\gamma\alpha}u_{k\alpha}.\tag{2}$$

The factor $1/2$ in the first term of $F$ cancels because $\bar C$ is symmetric. In the last term the derivative of the quadratic form gives a factor 2, which turns $\Omega/8\pi$ into $\Omega/4\pi$.

One tensor, the Born effective charge $Z^*$, appears in both equations because both contain the same mixed derivative of $F$. It is the cell dipole per unit displacement at zero field, and also the force per unit field at fixed ions. Its first index belongs to the field or polarization and its second to the displacement. A Born charge tensor need not be symmetric, so the order matters.

The quantities $\bar C$, $Z^*$ and $\varepsilon$ include the fields that vary within a cell. In reciprocal space the Coulomb interaction is $4\pi/|\mathbf q+\mathbf G|^2$, and as $q\to0$ it is singular for $\mathbf G=0$ alone. That component is the macroscopic field. The calculation at $\mathbf q=0$ omits it and keeps all components with $\mathbf G\ne0$. The field is restored below without counting the local fields twice.

## Eliminating the field

For a plane wave, $\operatorname{curl}\mathbf E=0$ becomes $\mathbf q\times\mathbf E=0$. Taking the cross product with $\mathbf q$ once more,

$$0=\mathbf q\times(\mathbf q\times\mathbf E)=\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E .$$

Hence $\mathbf E=\mathbf q\,\varphi$ with $\varphi=(\mathbf q\cdot\mathbf E)/q^2$. Three unknown field components have become one.

Without free charge, $\operatorname{div}\mathbf D=0$ becomes $\mathbf q\cdot\mathbf D=0$. Multiplying (2) by $q_\gamma$, summing, and putting $E_\delta=q_\delta\varphi$ gives

$$\varphi\,(\mathbf q\cdot\varepsilon\cdot\mathbf q)+4\pi\,\mathbf q\cdot\mathbf P=0 .$$

Therefore

$$\mathbf E=-4\pi\,\mathbf q\,\frac{\mathbf q\cdot\mathbf P}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.\tag{3}$$

The division is allowed if the electronic ground state is stable at fixed macroscopic field. The electronic susceptibility $\chi$ is then positive, and $\varepsilon=1+4\pi\chi$ makes the denominator at least $q^2$.

Define the row vector

$$(\mathbf q\cdot Z^*_k)_\alpha=\sum_\gamma q_\gamma Z^*_{k,\gamma\alpha}.$$

By (2), $\mathbf q\cdot\mathbf P=\Omega^{-1}\sum_{k'\beta}(\mathbf q\cdot Z^*_{k'})_\beta u_{k'\beta}$, so

$$\varphi=-\frac{4\pi}{\Omega}\,\frac{\sum_{k'\beta}(\mathbf q\cdot Z^*_{k'})_\beta u_{k'\beta}}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.$$

The field force in (1) is $\sum_\gamma q_\gamma\varphi Z^*_{k,\gamma\alpha}=\varphi\,(\mathbf q\cdot Z^*_k)_\alpha$. Inserting $\varphi$,

$$f_{k\alpha}=-\sum_{k'\beta}\left[\bar C_{k\alpha,k'\beta}+\frac{4\pi}{\Omega}\frac{(\mathbf q\cdot Z^*_k)_\alpha(\mathbf q\cdot Z^*_{k'})_\beta}{\mathbf q\cdot\varepsilon\cdot\mathbf q}\right]u_{k'\beta}.$$

Comparison with the definition of $C$ gives, for $q\to0$ along a fixed direction,

$$C_{k\alpha,k'\beta}\to\bar C_{k\alpha,k'\beta}+\frac{4\pi}{\Omega}\frac{(\mathbf q\cdot Z^*_k)_\alpha(\mathbf q\cdot Z^*_{k'})_\beta}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.\tag{4}$$

The sign is positive because the minus sign of the depolarizing field (3) meets the minus sign in the definition of a restoring force.

## What the term does

Replacing $\mathbf q$ by $s\mathbf q$ multiplies numerator and denominator by $s^2$. The term depends on the direction of $\mathbf q$ and not on its length. Where different directions give different values, $C$ has no single limit at $\mathbf q=0$; this is the sense of "nonanalytic".

For any real displacement pattern $u$, the added matrix contributes the energy

$$\frac12\,\frac{4\pi}{\Omega}\,\frac{\left[\sum_{k\alpha}(\mathbf q\cdot Z^*_k)_\alpha u_{k\alpha}\right]^2}{\mathbf q\cdot\varepsilon\cdot\mathbf q}\ \ge\ 0 .$$

By the minimum-maximum property of eigenvalues, adding such a matrix cannot lower any ordered eigenvalue $\omega^2$. The bracket equals $\Omega\,\mathbf q\cdot\mathbf P$. A zero-field mode whose polarization vanishes or is perpendicular to $\mathbf q$ therefore keeps its frequency. The added matrix is the product of one column and one row, so it has rank one unless every $\mathbf q\cdot Z^*_k$ vanishes, in which case it is zero. If several zero-field modes have $\mathbf q\cdot\mathbf P\ne0$, it couples them, and a longitudinal frequency cannot in general be found by correcting each mode separately.

A rigid translation of a neutral crystal changes no dipole at zero field, so $\sum_kZ^*_{k,\gamma\alpha}=0$. With $u_{k'\beta}=t_\beta$ for all ions, the added force is proportional to $\sum_{k'}(\mathbf q\cdot Z^*_{k'})_\beta t_\beta=0$. The three acoustic modes stay at zero frequency in the limit.

## Where the limit applies

The wavevector has an upper and a lower bound. The upper one comes from treating each cell as uniform. With $a$ a cell length, corrections to (4) start in general at relative order $qa$. If the cell is primitive and every ion sits on an inversion centre, inversion maps each sublattice onto itself. In the phase convention used here $C(-\mathbf q)=C(\mathbf q)$ then holds, and the linear correction vanishes. In a supercell of the same crystal inversion can exchange sublattices, and the linear correction can be present.

The lower bound comes from $\operatorname{curl}\mathbf E=0$, which neglects magnetic induction. For a nonmagnetic crystal and time dependence $e^{-i\omega t}$, Maxwell's equations are $\mathbf q\times\mathbf E=(\omega/c)\mathbf B$ and $\mathbf q\times\mathbf B=-(\omega/c)\mathbf D$. Together they give

$$\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E=-\frac{\omega^2}{c^2}\mathbf D .$$

The left side is $-q^2$ times the transverse part $\mathbf E_T$ of the field, so $\mathbf E_T=(\omega/cq)^2\mathbf D$. The electrostatic treatment sets this to zero.

The cubic crystal shows how small $\omega/cq$ must be. For a transverse wave, $D=\varepsilon E+4\pi P$ and $r=\omega/cq$ give

$$E=r^2(\varepsilon E+4\pi P)\quad\Rightarrow\quad E=\frac{4\pi r^2P}{1-r^2\varepsilon}.$$

The field is negligible if $r^2\varepsilon\ll1$ and if its force $ZE$ is small compared with $Kw$, which means $4\pi Z^2r^2/(\Omega K)\ll1$. The static dielectric constant, with the ions free to relax, follows from $Kw=ZE$:

$$\varepsilon_s=\varepsilon+\frac{4\pi Z^2}{\Omega K}.$$

Both conditions are thus met when $q\gg\sqrt{\varepsilon_s}\,\omega/c$. At smaller $q$ the transverse vibration mixes with light, and (4) no longer describes it.

Equation (4) also fails when its premises do. In a metal, mobile carriers screen the field, and the assumed finite $\varepsilon$ does not exist. An isolated layer does not fill space with the wave; its field extends into the vacuum, and the three-dimensional relation (3) does not apply.

## Implementation

The inputs are $\bar C$ at $\mathbf q=0$ without the macroscopic field, the Born charges, the electronic tensor $\varepsilon$, the volume and a unit vector $\mathbf n$ along $\mathbf q$. With charges in units of $e$, lengths in angstrom and energies in eV, each $4\pi$ in the force constants is accompanied by

$$e^2/(4\pi\epsilon_0)=14.39965\ \text{eV Å},$$

written $e^2$ below. The steps are:

1. Form $v_{k\alpha}=\sum_\gamma n_\gamma Z^*_{k,\gamma\alpha}$ and $s=\sum_{\gamma\delta}n_\gamma\varepsilon_{\gamma\delta}n_\delta$.
2. Add $4\pi e^2v_{k\alpha}v_{k'\beta}/(\Omega s)$ to $\bar C_{k\alpha,k'\beta}$.
3. Divide by $\sqrt{M_kM_{k'}}$ and diagonalize the complete matrix.

Four points need care.

**Which dielectric tensor.** The ionic polarization already appears explicitly as $\mathbf P$ in (2). Using the static tensor would count its screening a second time.

**Which wavevectors.** A linear-response calculation at finite $\mathbf q$ that keeps the $\mathbf G=0$ Coulomb component already contains the macroscopic field. The term must not be added to it again.

**Charge neutrality.** Numerical errors may leave $\Delta_{\gamma\alpha}=\sum_kZ^*_{k,\gamma\alpha}$ different from zero. A translation $\mathbf t$ then acquires the false energy $(2\pi e^2/\Omega s)(\mathbf n\cdot\Delta\cdot\mathbf t)^2$. Subtracting $\Delta/N$ from each of the $N$ Born tensors removes it. A large $\Delta$ means that the response calculation itself needs better convergence.

**Interpolation.** A Fourier sum over finitely many real-space force constants is continuous in $\mathbf q$. It cannot reproduce a limit that depends on direction, so the long-range part must be treated separately.

## A uniaxial example

The following two-ion crystal has round model parameters and represents no particular material. Its axis is $z$, and all tensors are diagonal. The volume is $40$ Å$^3$, and the masses are 20 and 30 u, so $\mu=20\cdot30/50=12$ u. The Born charges of the two ions are opposite.

| Quantity | across axis | along axis |
|---|---:|---:|
| $K$ (eV/Å$^2$) | 3.0 | 4.0 |
| $Z$ ($e$) | 2.0 | 2.5 |
| $\varepsilon$ | 4.0 | 5.0 |

Let $w_i=u_{1i}-u_{2i}$. The equations of motion are $M_1\ddot u_{1i}=-K_iw_i+Z_iE_i$ and $M_2\ddot u_{2i}=K_iw_i-Z_iE_i$. Dividing each by its mass and subtracting gives

$$\mu\ddot w_i=-K_iw_i+Z_iE_i,\qquad \frac1\mu=\frac1{M_1}+\frac1{M_2}.$$

**The field of one displacement.** Let $\mathbf q$ and the relative displacement lie along the axis, with $w=0.01$ Å at the crest of the wave. The ionic polarization is $2.5\cdot0.01/40=6.25\times10^{-4}$ $e$/Å$^2$. Equation (3) gives

$$E=-\frac{4\pi(14.39965)(6.25\times10^{-4})}{5}=-0.0226\ \text{V/Å}.$$

The force on ion 1 from this field is $2.5\,E=-0.0565$ eV/Å. The zero-field restoring force is $-4.0\cdot0.01=-0.0400$ eV/Å, so here the macroscopic field supplies the larger part.

**Principal directions.** The added force constants are

$$\frac{4\pi(14.39965)(2.5)^2}{40\cdot5}=5.655,\qquad \frac{4\pi(14.39965)(2.0)^2}{40\cdot4}=4.524\ \text{eV/Å}^2,$$

for $\mathbf q$ along and across the axis. A force constant of 1 eV/Å$^2$ with a mass of 1 u corresponds to $\hbar\omega=0.064654$ eV. Along the axis,

$$\hbar\omega_{TO}=0.064654\sqrt{4/12}=0.0373\ \text{eV},$$

$$\hbar\omega_{LO}=0.064654\sqrt{9.655/12}=0.0580\ \text{eV},$$

or 301 and 468 cm$^{-1}$. Across the axis the same steps give 0.0323 and 0.0512 eV, or 261 and 413 cm$^{-1}$. "TO along the axis" refers to the direction of motion; that mode is transverse when $\mathbf q$ is across the axis.

The static dielectric constant along the axis is

$$\varepsilon_s=5+\frac{4\pi(14.39965)(2.5)^2}{40\cdot4}=12.07 .$$

Dividing $\varepsilon_s=\varepsilon+4\pi e^2Z^2/(\Omega K)$ by $\varepsilon$ gives

$$\frac{\varepsilon_s}{\varepsilon}=1+\frac{4\pi e^2Z^2}{\Omega\varepsilon K}=\frac{\omega_{LO}^2}{\omega_{TO}^2},$$

the Lyddane-Sachs-Teller relation for this principal direction. Both sides equal 2.41. Wrongly using $\varepsilon_s$ in (4) would reduce the added constant by the factor $5/12.07=0.41$.

**Oblique directions.** Let $\mathbf q$ lie in the $xz$ plane at angle $\theta$ to the axis. Motion along $y$ carries no longitudinal polarization and stays at 0.0323 eV. The other two relative coordinates have the force constants

$$A_{ij}=K_i\delta_{ij}+\frac{4\pi e^2}{\Omega}\frac{n_iZ_iZ_jn_j}{\mathbf n\cdot\varepsilon\cdot\mathbf n},\qquad i,j=x,z .$$

At $45^\circ$, $\mathbf n\cdot\varepsilon\cdot\mathbf n=(4+5)/2=4.5$, and the prefactor $4\pi e^2/(\Omega\cdot4.5)$ is 1.0053 eV/Å$^2$. The products $n_iZ_iZ_jn_j$ are 2.0 for $xx$, 3.125 for $zz$ and 2.5 for $xz$. Thus

$$A=\begin{pmatrix}5.011&2.513\\2.513&7.142\end{pmatrix}\ \text{eV/Å}^2 .$$

Its eigenvalues are $6.076\pm\sqrt{1.065^2+2.513^2}$, or 3.346 and 8.806 eV/Å$^2$. Dividing by 12 u and taking square roots gives 0.0341 and 0.0554 eV. Diagonalizing at other angles gives:

| $\theta$ (degrees) | lower mode (eV) | upper mode (eV) |
|---:|---:|---:|
| 0 | 0.0323 | 0.0580 |
| 30 | 0.0331 | 0.0568 |
| 45 | 0.0341 | 0.0554 |
| 60 | 0.0355 | 0.0536 |
| 90 | 0.0373 | 0.0512 |

The lower mode changes from transverse motion across the axis to transverse motion along it. The upper mode changes between the two longitudinal motions. In between, the modes are neither purely longitudinal nor purely transverse. The off-diagonal element alone is not the cause: with $K$ and $Z$ equal in both directions, $A$ would be $K\delta_{ij}$ plus a multiple of $n_in_j$, and its eigenvectors would lie exactly along and across $\mathbf n$. Here $K$ and $Z$ differ between $x$ and $z$, and $\mathbf n$ is not an eigenvector. At $45^\circ$ the upper eigenvector of $A$ is proportional to $(2.513,\ 8.806-5.011)$, which lies $33.5^\circ$ from the axis and $11.5^\circ$ from $\mathbf q$.

**The range of $q$.** A photon in vacuum with the LO energy along the axis has wavevector $\omega/c=2.9\times10^{-5}$ Å$^{-1}$. The zone scale $\pi/\Omega^{1/3}$ is 0.92 Å$^{-1}$. At $q=10^{-3}$ Å$^{-1}$, $\varepsilon_s(\omega/cq)^2$ is about 0.01 and $q\Omega^{1/3}$ about 0.003. Both are small, so this wavevector lies in the range where (4) is meant to be used.
